The conductance of a single one-dimensional channel between two reservoirs

Ohm's law gives a wire of length d and cross-section A the resistance ρd/A, where the resistivity ρ comes from scattering. Applied to a short wire in which electrons do not scatter at all, it gives zero resistance and an infinite current at any voltage. A second estimate, current = charge × density × velocity, is finite but suggests that a wire of fast, light electrons conducts better than a wire of slow, heavy ones. For a single one-dimensional channel between two reservoirs both conclusions are wrong. At a temperature so low that the band edges lie many k_BΘ away from the Fermi level, a perfect channel with one right-moving and one left-moving state per spin at each energy near the Fermi level has the resistance h/2e², about 12.9 kΩ. The slope of the band does not matter, because a band with faster electrons has fewer states per unit energy in exact proportion.

**Conventions.** The electron charge is −e with e > 0, and h = 2πħ. The letter T denotes a transmission probability, Θ the temperature, t the time and γ a hopping energy. The Fermi function is f(E − μ) = 1/(exp[(E − μ)/k_BΘ] + 1), and f_L, f_R are this function with μ = μ_L, μ_R. Formulas keep ħ and e. Numbers are in Hartree atomic units (ħ = e = m_e = 1, so h = 2π) unless a unit is given.

The voltage is defined by eV = μ_L − μ_R. An applied electric potential φ shifts electron energies by −eφ, so for V > 0 the right reservoir is at the higher applied potential, φ_R − φ_L = V. A contact potential difference between unlike reservoirs, present already at V = 0, is not counted in φ. If J electrons per unit time move from left to right, a charge current eJ flows from right to left, that is from high to low applied potential. The current I = eJ and the conductance G = dI/dV at V = 0 are therefore positive when μ_L > μ_R drives electrons to the right.

**Assumptions.**

(A1) The electrons are independent, or move in a fixed mean field, and the one-electron Hamiltonian H is Hermitian, time-independent and the same for both spin directions.

(A2) The conductor is a finite scattering region joined to two periodic one-dimensional leads, L and R, each with a differentiable band E(k). The group velocity is v = (1/ħ)dE/dk. A Bloch state is a right-mover if v > 0 and a left-mover if v < 0.

(A3) One channel: at each energy that matters, each lead has, per spin, either one right-mover and one left-mover or no propagating state.

(A4) Each lead ends in a large reservoir that absorbs every arriving electron. The states moving toward the scatterer are filled as in equilibrium with their reservoir: right-movers in lead L with probability f_L(E), left-movers in lead R with probability f_R(E), with no phase relation between different states.

**Theorem.** Let T(E) be the transmitted flux divided by the incident flux at energy E, with T = 0 where either lead has no propagating state. Under (A1) to (A4),

 I = (2e/h) ∫ T(E) [f_L(E) − f_R(E)] dE,  (1)

 G = (2e²/h) ∫ T(E) (−∂f/∂E) dE → (2e²/h) T(E_F) as Θ → 0,  (2)

where E_F is the common chemical potential at V = 0 and T is continuous there. The band shape enters only through T. The constant is h/2e² = 12.906 kΩ.

**Lemma 1 (density of states).** On an interval of k where E(k) is monotone, the number of states per spin, per unit length and per unit energy is g(E) = 1/(h|v|).

Proof. Close a piece of lead of length ℓ, a whole number of periods, into a ring. A Bloch state gains the factor exp(ikℓ) around the ring, which must equal 1, so k = 2πn/ℓ with integer n. An interval dk holds ℓ dk/2π states, and for large ℓ

 (1/ℓ) Σ_k → ∫ dk/2π.

On a monotone interval dk corresponds to the energy range |dE/dk| dk = ħ|v| dk. Dividing the number of states per length, dk/2π, by this range gives g = 1/(2πħ|v|) = 1/(h|v|). ∎

**Lemma 2 (current of one state).** A Bloch state normalised to one electron in the length ℓ carries the particle current v/ℓ.

Proof for H = p²/2m + W(x) with real periodic W. The current density is j = (ħ/m) Im(ψ*ψ′). Its derivative is (ħ/m) Im(|ψ′|² + ψ*ψ″). The first term is real, and ψ″ = (2m/ħ²)(W − E)ψ makes the second real too, so j does not depend on x. Write ψ = exp(ikx)u with u periodic. Since p exp(ikx)u = exp(ikx)(p + ħk)u, the function u is an eigenfunction of H(k) = (p + ħk)²/2m + W with eigenvalue E(k), and k is a continuous parameter of this operator. For a non-degenerate band, differentiate E = ⟨u|H(k)|u⟩:

 dE/dk = ⟨u|∂H/∂k|u⟩ + E(⟨∂_k u|u⟩ + ⟨u|∂_k u⟩).

The bracket is the derivative of ⟨u|u⟩ = 1 and vanishes. With ∂H/∂k = ħ(p + ħk)/m,

 v = ⟨u|p + ħk|u⟩/m = ⟨ψ|p|ψ⟩/m = (ħ/m) ∫ (−i ψ*ψ′) dx.

The left side is real, and Re(−iz) = Im z, so v = ∫ j dx = jℓ.

Proof for a chain with one orbital per site. Sites n have spacing a, and H_nm = w_{n−m} with w_{−r} = w_r*. From iħ dψ_n/dt = Σ_m H_nm ψ_m,

 d|ψ_n|²/dt = 2 Re(ψ_n* dψ_n/dt) = (2/ħ) Im Σ_m ψ_n* H_nm ψ_m.

Sum over all sites n > c. The terms with m > c as well form the expectation value of a Hermitian block, which is real and drops out. What remains is the current across the cut between sites c and c + 1:

 J_c = (2/ħ) Im Σ_{n>c≥m} ψ_n* H_nm ψ_m.  (3)

Insert ψ_n = exp(ikna)/√N with ℓ = Na. A pair at distance r = n − m contributes w_r exp(−ikra)/N, and exactly r such pairs straddle the cut, so

 J_c = (2/ħN) Im Σ_{r≥1} r w_r exp(−ikra).

The energy is E(k) = Σ_r w_r exp(−ikra). The terms r and −r are complex conjugates, so

 dE/dk = 2 Re Σ_{r≥1} (−ira) w_r exp(−ikra) = 2a Im Σ_{r≥1} r w_r exp(−ikra).

Comparison gives J_c = (dE/dk)/(ħNa) = v/ℓ. The w_r are the Fourier coefficients of E(k), so every smooth periodic dispersion is covered. With several orbitals per cell the w_r become matrices with w_{−r} = w_r†, and ψ_n = exp(ikna)u/√N with a unit vector u. Then u†w_r u takes the place of w_r in J_c and, for a non-degenerate band, by the differentiation used above for the continuum, also in dE/dk, so again J_c = v/ℓ. ∎

**Lemma 3 (cancellation).** For any function F(E), with M(E) the number of right-movers per spin at energy E,

 (1/ℓ) Σ_{v>0} v F(E_k) → (1/h) ∫ M(E) F(E) dE.

The same sum over left-movers gives −(1/h) times the integral with their number.

Proof. Split the set v > 0 into intervals on which E increases. On one interval, by Lemma 1,

 ∫ (dk/2π) (1/ħ)(dE/dk) F(E(k)) = (1/h) ∫ F(E) dE,

by the change of variable k → E, the last integral running over the energies of that interval. Each energy is covered once by each interval that reaches it, which is M(E) times. For left-movers E decreases with k, the limits come in reverse order, and the sign is negative. ∎

Remark. The lemma states v g = 1/h per branch. The velocity is the slope of the band and the density of states is the inverse slope, so the slope cancels. What remains of the band is the number of branches and the energy range that each one covers. At a band edge g diverges and v vanishes, while the product stays 1/h = 0.159155 a.u. up to the edge. In two or three dimensions the density of states also counts transverse motion; each transverse mode is then a separate branch and adds to M at the energies where it propagates.

As an illustration, take a ring of 20000 bohr, replace each right-moving level by a normalised Gaussian of width σ = 0.001 hartree, and add them at E = 0.07 hartree to obtain g by counting; v is the finite-difference slope of the band. For E = k²/2, v = 0.3742 and g = 0.4254. For E = k²/(2 × 0.1), v = 1.1832 and g = 0.1345. For E = √(0.01² + (0.5k)²), v = 0.4949 and g = 0.3216. The products hvg, formed before rounding, are 1.0001, 1.0001 and 1.0000. The excess comes from the smearing: a Gaussian average replaces g by g + σ²g″/2, and for g ∝ E^(−1/2) this is a relative change (3/8)(σ/E)², a little under 10⁻⁴.

**Lemma 4 (no cross terms, conservation).** For two solutions φ, χ of Hψ = Eψ at the same energy, the mixed current is the same at every position, inside the scatterer too. In a periodic lead it vanishes for two Bloch waves whose k differ modulo 2π/a, where a is the period.

Proof. In the continuum the mixed current is j(φ,χ) = (ħ/2mi)(φ*χ′ − φ*′χ). Its derivative is (ħ/2mi)(φ*χ″ − φ*″χ), which is zero because both second derivatives equal (2m/ħ²)(W − E) times the function. On a chain, J_c(φ,χ) = (1/iħ) Σ_{n>c≥m} A_nm with A_nm = φ_n* H_nm χ_m − φ_m* H_mn χ_n, which reduces to (3) for φ = χ. Moving the cut by one site and using A_nm = −A_mn,

 iħ(J_{c−1} − J_c) = Σ_{m<c} A_cm − Σ_{n>c} A_nc = Σ_m A_cm = φ_c*(Hχ)_c − (Hφ)_c* χ_c = 0.

Neither argument uses periodicity. In a lead, a shift by one period multiplies the mixed current of Bloch waves k and k′ by exp[i(k′ − k)a]. It must also leave it unchanged, so the mixed current is zero unless k′ = k modulo 2π/a. ∎

**Lemma 5 (unitarity).** Under (A3), with both leads open at energy E, the transmission from the left equals that from the right, and 1 − R′ = T, where R′ is the reflection probability from the right.

Proof. Scale each Bloch wave by 1/√|v|, so that it carries unit flux by Lemma 2. Far from the scatterer, where evanescent parts have decayed, a solution has incoming amplitudes α = (α_L, α_R) and outgoing amplitudes β = (β_L, β_R), linearly related by β = Sα. By Lemma 4 the current is |α_L|² − |β_L|² in the left lead and |β_R|² − |α_R|² in the right lead, and the two are equal. Hence |β_L|² + |β_R|² = |α_L|² + |α_R|², or α†(S†S − 1)α = 0 for every α. A Hermitian matrix whose quadratic form vanishes has only zero eigenvalues, so S†S = 1, and for a square matrix SS† = 1 follows. With R = |S_LL|², T = |S_RL|², T′ = |S_LR|², R′ = |S_RR|², the diagonal of S†S gives R + T = 1 and R′ + T′ = 1, and the second diagonal element of SS† gives T + R′ = 1. So T = T′ = 1 − R′. If only one lead is open, S is a single number of modulus 1 and the reflection is total. ∎

Remark. If the incident and transmitted waves are instead given equal normalisation per unit length, with amplitudes 1 and τ, their fluxes are in the ratio v_L to |τ|²v_R, so T = |τ|² v_R/v_L. For amplitudes per site of a chain this holds when both leads have the same period; otherwise each v is replaced by v divided by the period of its lead.

**Proof of the theorem.** By (A1) the current is a one-electron quantity, and by (A4) its mean is the sum of the currents of the scattering states weighted by their occupations. An occupied state bound to the scatterer adds nothing: by Lemma 4 its current is the same at every position, and it vanishes far away. The scattering states can be filled independently. Wave packets approaching from different sides or in different energy intervals are orthogonal at early times, and unitary evolution keeps them orthogonal, so the exclusion principle adds no factor 1 − f for the outgoing part.

Evaluate the current in the right lead. A state incident from the left carries the incident flux v_L/ℓ, of which T v_L/ℓ crosses. Lemma 3, applied to the right-movers of lead L with M = 1 and F = T f_L, gives (1/h) ∫ T f_L dE. A state incident from the right carries −|v_R|/ℓ in its incoming part and +R′|v_R|/ℓ in its reflected part, with no cross term by Lemma 4. Lemma 3, applied to the left-movers of lead R with F = (1 − R′) f_R, gives −(1/h) ∫ (1 − R′) f_R dE. Each sum cancels the velocity of its own lead, so both have the prefactor 1/h even for different leads. With 1 − R′ = T,

 J per spin = (1/h) ∫ T (f_L − f_R) dE.

Two spin directions and I = eJ give (1).

For (2), put μ_L = E_F + ηeV and μ_R = E_F − (1 − η)eV with any η. Since f depends on E − μ, ∂f/∂μ = −∂f/∂E, and to first order in V

 f_L − f_R = [η + (1 − η)] eV (−∂f/∂E) = eV (−∂f/∂E).

This gives the first form of (2). The function −∂f/∂E is positive, has unit area because f falls from 1 to 0, and has width of order k_BΘ about E_F. As Θ → 0 it selects T(E_F). ∎

**The constant.** In SI, h and e have fixed values:

 h/2e² = 6.62607015 × 10⁻³⁴ J s / [2 × (1.602176634 × 10⁻¹⁹ C)²] = 12906.40 Ω.

The unit is J s/C² = V s/C = V/A = Ω. The inverse is G₀ = 2e²/h = 77.4809 μS. In atomic units G₀ = 2/(2π) = 1/π = 0.318310. The atomic unit of resistance is 27.2114 V / 6.62362 mA = ħ/e² = 4108.24 Ω, and π × 4108.24 Ω = 12906 Ω.

**Remark on temperature and bias.** Suppose T(E) is smooth over the Fermi window and expand it about E_F. The function −∂f/∂E is even in E − E_F, so the linear term drops. With x = (E − E_F)/k_BΘ and the series e^(−x)/(1 + e^(−x))² = Σ_{n≥1} (−1)^(n+1) n e^(−nx) for x > 0, the second moment is

 2 Σ (−1)^(n+1) n ∫₀^∞ x² e^(−nx) dx = 4 Σ (−1)^(n+1)/n² = 4 × π²/12 = π²/3,

using ∫₀^∞ x² e^(−nx) dx = 2/n³ and Σ(−1)^(n+1)/n² = π²/6 − 2 × (π²/24). Hence G/G₀ = T + (π²/6)(k_BΘ)² T″ to second order. For symmetric bias (η = 1/2), f_L − f_R = ∫ (−∂f/∂E) dμ over μ_R < μ < μ_L. The normalised window is then the convolution of a box of width eV, with variance (eV)²/12, and the thermal peak. Variances add under convolution, so to second order

 I = G₀V [T + (π²/6)(k_BΘ)² T″ + (eV)² T″/24].  (4)

The expansion fails when T(E) changes strongly within the window, as at a band edge or a resonance narrower than the window; (1) then still holds. In a real conductor the bias also changes the potential and thus T(E). Because f_L − f_R is already of first order in V, this does not affect (2), but (1) and (4) at finite bias need the T of the biased conductor.

**Remark on the perfect wire and Ohm's law.** In the limit Θ → 0, where G = (2e²/h)T with T = T(E_F), the identity 1/T = 1 + (1 − T)/T gives

 1/G = h/2e² + (h/2e²)(1 − T)/T.

The first term survives at T = 1. The current is finite because the channel supplies only 2/h electrons per unit time and unit energy, and only the window eV is unbalanced. Scattering in the conductor is elastic by (A1), so the power IV is released in the reservoirs. G is the two-terminal conductance, defined by the reservoir potentials. The second term behaves like an ohmic resistance when phase is lost between scatterers while energy and direction are kept. Adding probabilities over repeated reflections gives T₁₂ = T₁T₂ Σ_n (R₁R₂)ⁿ = T₁T₂/(1 − R₁R₂). With R_i = 1 − T_i, the numerator of (1 − T₁₂)/T₁₂ = (1 − R₁R₂ − T₁T₂)/(T₁T₂) is T₁ + T₂ − 2T₁T₂, so the ratio equals (1 − T₁)/T₁ + (1 − T₂)/T₂. In that incoherent regime the second term grows in proportion to length, and the first is negligible in a long wire.

**Worked example: one impurity in a chain.** Take nearest-neighbour hopping w_{±1} = −γ, so E = −2γ cos ka and v = (2γa/ħ) sin ka, and give site 0 the energy U. The round model parameters are γ = 0.05 hartree, a = 5 bohr, U = 0.05 hartree, E_F = 0, with band edges at ±0.1 hartree.

Write ψ_n = exp(ikna) + r exp(−ikna) for n ≤ 0 and ψ_n = τ exp(ikna) for n ≥ 0. These forms satisfy the equation at every n ≠ 0, and agreement at n = 0 needs 1 + r = τ. The equation at site 0 is Eψ₀ = Uψ₀ − γψ₋₁ − γψ₁:

 −γ(e^(ika) + e^(−ika))τ = Uτ − γe^(−ika) − γ(τ − 1)e^(ika) − γτ e^(ika).

One term −γτ e^(ika) cancels between the two sides. Collecting τ on the left,

 τ [γ(e^(ika) − e^(−ika)) − U] = γ(e^(ika) − e^(−ika)),

 τ = 2iγ sin ka/(2iγ sin ka − U).

The leads are equal, so T = |τ|², and 4γ² sin² ka = 4γ² − E² gives

 T(E) = (4γ² − E²)/(4γ² − E² + U²).

At E_F = 0, k_F a = π/2, so k_F = 0.31416 bohr⁻¹ and v = 2 × 0.05 × 5 = 0.5000. Then g = 1/(2π × 0.5000) = 0.31831 per hartree and bohr, and vg = 0.159155 = 1/h. The transmission is 0.0100/(0.0100 + 0.0025) = 0.80000, so in the limit Θ → 0

 G = 0.80000/π = 0.254648 a.u. = 61.985 μS,

 1/G = 16.133 kΩ = 12.906 kΩ + 3.227 kΩ,

the last term being 12.906 × 0.2/0.8.

Now apply V = 0.01 hartree/e (0.2721 V) symmetrically at k_BΘ = 0.001 hartree (315.8 K), with the chain held fixed. The linear estimate is GV = 2.54648 × 10⁻³ a.u. = 16.867 μA. With D = 4γ² + U², T = 1 − U²/(D − E²) ≈ 1 − U²/D − U²E²/D², so T″(0) = −2U²/D² = −2 × 0.0025/(0.0100 + 0.0025)² = −32.00 hartree⁻². The thermal term gives 0.8 − (π²/6)(0.001)² × 32 = 0.799947, and (4) gives

 I = (0.01/π)[0.799947 − 32 × (0.01)²/24] = 2.54589 × 10⁻³ a.u. = 16.863 μA.

Numerical quadrature of (1) gives the same digits. The current lies below GV by about 2 parts in 10⁴ of GV, because T has its maximum at the band centre.

The same current can be computed without scattering states. A chain of 800 sites is cut in the middle, next to the impurity. Each half is diagonalised and its levels are filled with f_L or f_R. The halves are joined at t = 0, the one-electron density matrix is evolved exactly in the eigenbasis of the full H, and (3), doubled for spin, is averaged with a sin² weight over the times 1200 to 3600 a.u. The fastest disturbance needs 2 × 400 × 5/0.5 = 8000 a.u. to return from an end, so each half acts as a reservoir. The result is 2.5459 × 10⁻³ a.u. At V = 0 the average has magnitude 9 × 10⁻¹⁰ a.u., where (1) gives zero. With U = 0 and the same bias V = 0.01 hartree/e the evolution gives I/(G₀V) = 1.0000.

**Example: unequal leads.** Let the hoppings be γ_L = 0.05 for n ≤ 0, γ_R = 0.03 for n ≥ 1 and γ_c = 0.04 hartree on the link, with E = −2γ_L cos ka = −2γ_R cos qa. Put ψ_n = τ exp[iq(n − 1)a] for n ≥ 1 and keep the left form. The equations at sites 0 and 1 are

 E(1 + r) = −γ_L(e^(−ika) + r e^(ika)) − γ_c τ,  Eτ = −γ_c(1 + r) − γ_R τ e^(iqa).

Since E + γ_R e^(iqa) = −γ_R e^(−iqa), the second gives 1 + r = (γ_R/γ_c) e^(−iqa) τ. Since E + γ_L e^(±ika) = −γ_L e^(∓ika), the first becomes γ_c τ = γ_L(e^(ika) + r e^(−ika)). Eliminating r,

 τ = 2iγ_L γ_c sin ka/[γ_c² − γ_L γ_R e^(−i(k+q)a)].

At E = 0.01 hartree, cos ka = −0.1 and cos qa = −1/6, and this gives |τ|² = 1.6781, which exceeds 1. The velocity ratio is γ_R sin qa/(γ_L sin ka) = 0.6 √(35/36)/√0.99 = 0.5946, so T = 1.6781 × 0.5946 = 0.9978 and R = 0.0022. The slower electrons on the right need a larger density to carry the same flux. For E_F = 0.01, k_BΘ = 0.002 hartree and V = 0.01 hartree/e, quadrature of (1) gives 3.1751 × 10⁻³ a.u., and with |τ|² in place of T it gives 5.3518 × 10⁻³ a.u. The time evolution described above gives 3.1751 × 10⁻³ a.u.

**Remark on "any dispersion".** The cancellation holds branch by branch, but (A3) is a real condition. For a uniform wire no state is reflected, and Lemma 3 gives I = (2e/h) ∫ M(E)(f_L − f_R) dE. Take E = −2γ cos ka − 2γ cos 2ka. Using sin 2ka = 2 sin ka cos ka, dE/dk = 2γa sin ka (1 + 4 cos ka). For k > 0 the energy rises from −4γ at k = 0 to a maximum at cos ka = −1/4, where cos 2ka = −7/8 and E = γ/2 + 7γ/4 = 2.25γ, and then falls to 0 at ka = π. The falling part consists of left-movers with k > 0, and its mirror image at k < 0 consists of right-movers. So M = 1 for −4γ < E < 0 and M = 2 for 0 < E < 2.25γ. If all k > 0 are counted as emitted from the left, the falling part subtracts the range 0 to 2.25γ from the rising part, and only −4γ < E < 0 remains.

For γ = 0.05 hartree the edges are −0.2000, 0 and 0.1125 hartree. At E_F = 0.055, k_BΘ = 0.005 hartree and V = 0.02 hartree/e, quadrature with M(E) gives I/(G₀V) = 1.9999. The time evolution, with an earlier averaging window because this band is faster, gives 1.9999 as well, and counting by the sign of k gives 0.0000. The value falls short of 2 because the Fermi tails reach beyond the two-branch range. The potential μ_R lies 9 k_BΘ above its lower edge and μ_L lies 9.5 k_BΘ below its upper edge, and integrating the exponential tails gives a deficit close to (k_BΘ/eV)(e⁻⁹ + 2e⁻⁹·⁵), below 10⁻⁴.

**Remark on failure.** A magnetic field or magnetic order that splits the spins along one fixed axis, without mixing them, replaces the factor 2 by a sum of two transmissions, each with weight e²/h. If the spins are mixed in the scattering region, the transmissions with a spin flip must be added. Inelastic scattering inside the conductor, or interactions beyond mean field such as charging of a weakly coupled island, violate (A1), and the proof of (1) with a single elastic T(E) no longer applies. Contacts that reflect violate (A4) unless they are included in the scattering region, where they become part of T.
